Image-Force Lowering of a Schottky Barrier in a Uniform Field

**Result**

An electron in a semiconductor of permittivity ε, at a distance x from a plane metal surface, is attracted by the charge it induces on the metal. If a uniform field of magnitude F pushes it away from the metal, its potential energy has a maximum at

x_m = √[e/(16πεF)],  (1)

and the top of the barrier lies below the barrier without image force, φ_B, by

Δφ = √[e³F/(4πε)] = 2eFx_m.  (2)

Here e > 0 is the elementary charge, the electron has charge −e, and φ_B and Δφ are energies. The permittivity is ε = κε₀, with κ the relative permittivity. The barrier reduction grows as the square root of the field, while its position moves towards the metal as the inverse square root.

The model has four assumptions. The metal is a perfect conductor filling x < 0. The semiconductor filling x > 0 is a uniform, linear dielectric that responds fully to the electron. The electron is a classical point charge. The field is uniform over several times x_m.

**The charge induced on the metal**

Electrostatics is linear, so the applied field and the field due to the electron's presence can be found separately and added. Consider first a charge q at x = d, with no applied field. Its potential V must vanish on the metal surface x = 0 and far away, and must satisfy Laplace's equation in x > 0 except at the charge. Let R₁ be the distance from the charge and R₂ the distance from the mirror point x = −d. The function

V = [q/(4πε)] (1/R₁ − 1/R₂)  (3)

meets all these conditions: on the plane R₁ = R₂, and the second term is singular only at the mirror point, outside the semiconductor.

No other solution exists. The difference w of two solutions has no singularity in x > 0, obeys ∇²w = 0 there and vanishes on the plane. From ∇·(w∇w) = |∇w|² + w∇²w = |∇w|², the volume integral of |∇w|² equals a surface integral of w∇w. The plane contributes nothing because w = 0 there. A distant hemisphere of radius R contributes nothing as R → ∞, because w falls at least as 1/R, its gradient at least as 1/R², and the area grows as R². Hence ∇w = 0 everywhere, and w = 0.

The mirror charge −q is a device for writing the potential in x > 0. The real source of the second term is a surface charge σ on the metal. Gauss's law, with zero field inside the metal, gives σ = εE_x = −ε∂V/∂x at x = 0. With r the distance along the plane from the foot of the perpendicular,

∂(1/R₁)/∂x = −(x − d)/R₁³ → +d/(r² + d²)^{3/2},

∂(1/R₂)/∂x = −(x + d)/R₂³ → −d/(r² + d²)^{3/2}.

The two contributions add in (3), and therefore

σ(r) = −qd/[2π(r² + d²)^{3/2}].  (4)

Its integral over the plane is

∫₀^∞ σ 2πr dr = −qd ∫₀^∞ r dr/(r² + d²)^{3/2} = −qd(1/d) = −q.  (5)

The metal surface carries a total charge opposite to q, spread over a region whose radius is of order d.

**Force and energy**

The field that acts on q is that of the second term in (3), since a charge exerts no net force on itself. The mirror point is 2d away, so the force along +x is

f = −q²/[4πε(2d)²] = −q²/(16πεd²).  (6)

The minus sign means attraction to the metal, whatever the sign of q.

The same force follows from the pull on the metal. The electrostatic stress on a conducting surface is σ²/(2ε), directed outwards. Inserting (4) and integrating over the plane gives

∫₀^∞ [σ²/(2ε)] 2πr dr = [q²d²/(4πε)] ∫₀^∞ r dr/(r² + d²)³
= [q²d²/(4πε)] · 1/(4d⁴) = q²/(16πεd²).  (7)

The metal is pulled towards the charge as strongly as the charge is pulled towards the metal.

For an electron q² = e². Taking zero energy at infinite distance, the image energy is minus the work done by the force as the electron is brought in:

U_im(x) = −∫_∞^x f(x′) dx′ = ∫_∞^x e²/(16πεx′²) dx′ = −e²/(16πεx).  (8)

This is half the product of the charge and the potential of the induced charge. That potential, at the position of q, is −q/[4πε(2d)], and its product with q is −q²/(8πεd). The factor one half arises because the induced charge is not a fixed source. If the charge is built up in proportion λ from 0 to 1, the induced potential is also proportional to λ, and the work contains ∫₀¹ λ dλ = 1/2.

**The barrier maximum**

Now add the applied field. To push an electron towards +x, the field vector must point towards −x, into the metal. The force is (−e)(−F) = +eF, and the corresponding energy is −eFx. There is no factor one half here, because the sources of the applied field do not depend on the electron's position. Measured from the metal's Fermi level, the total energy is

U(x) = φ_B − a/x − bx, with a = e²/(16πε) and b = eF.  (9)

At a stationary point,

dU/dx = a/x² − b = 0, so x_m = √(a/b) = √[e/(16πεF)],  (10)

which is (1). The image force pulling inwards balances the applied force pushing outwards. The second derivative there is

d²U/dx² = −2a/x_m³ = −2eF/x_m < 0,  (11)

where a = bx_m² was used, so the point is a maximum. Its height follows by completing the square:

a/x + bx = [√(a/x) − √(bx)]² + 2√(ab).  (12)

The square is never negative and vanishes at x = x_m. Thus U has its greatest value there, φ_B − 2√(ab), and the reduction is

Δφ = 2√(ab) = 2√[e³F/(16πε)] = √[e³F/(4πε)].  (13)

Since a/x_m = bx_m = √(ab), the image term and the field term each supply half of it. This also gives Δφ = 2eFx_m, completing (2).

The direction of the field matters. If it pushes electrons towards the metal, −bx becomes +|b|x and dU/dx = a/x² + |b| is positive everywhere: there is no maximum. If F → 0 with the right sign, Δφ → 0 and x_m → ∞, so the assumption of a uniform field must eventually fail in a real junction. Very close to the metal, (9) tends to −∞, which is an artefact of the point-charge and perfect-metal assumptions. The result is usable when x_m lies well outside this region and Δφ is well below φ_B.

In Hartree atomic units e = 1 and 4πε₀ = 1, hence 4πε = κ, and

Δφ = √(F/κ), x_m = 1/[2√(κF)].  (14)

**A depletion layer instead of a uniform field**

In a junction with uniform donor density N, fully depleted to a width W, the field falls linearly from its surface value F to zero. Gauss's law and one integration of the field give

W = εF/(eN), ψ = eFW/2 = εF²/(2N),  (15)

where ψ is the band bending as an energy. The field term in (9) becomes −eF[x − x²/(2W)]. The added energy eFx²/(2W) is small near x_m. Because U is stationary there, the shift of the maximum affects its height only in second order, and to first order the lowering changes by

δ(Δφ) = −eFx_m²/(2W), so δ(Δφ)/Δφ = −x_m/(4W).  (16)

The uniform-field result is therefore good when x_m is much smaller than 4W. It may then be used with the surface field F = √(2Nψ/ε) from (15), which gives

Δφ = [e⁶Nψ/(8π²ε³)]^{1/4}.  (17)

In this full-depletion approximation, doubling the band bending at fixed doping raises the lowering by a factor 2^{1/4} = 1.19. Reverse bias increases ψ, so the barrier falls slowly with reverse bias.

**Worked example: a contact to n-type silicon**

Take κ = 11.7, φ_B = 0.70 eV, N = 5×10¹⁶ cm⁻³ and T = 300 K. These are rough typical values for a metal contact to moderately doped silicon. The surface field is chosen as 0.1 MV/cm, which is 0.010 V/nm. With e²/(4πε₀) = 1.43996 eV nm,

a = 1.43996/(4 × 11.7) = 0.03077 eV nm,

x_m = √(0.03077/0.010) = 1.754 nm,

Δφ = 2 × 0.010 × 1.754 = 0.0351 eV.

The barrier falls from 0.70 eV to 0.665 eV. In Hartree units the field is 1.9447×10⁻⁵, and (14) gives x_m = 33.15 bohr and Δφ = 1.289×10⁻³ hartree. Locating the maximum of (9) numerically gives the same position and height to the digits quoted.

At fields of 0.01, 0.1 and 1 MV/cm, with κ held fixed, the lowering is 0.011, 0.035 and 0.111 eV, and x_m is 5.5, 1.75 and 0.55 nm. A hundredfold increase in field multiplies the first by ten and divides the second by ten. The outer two fields illustrate the scaling and are not operating points of this contact. At its doping, 1 MV/cm would need a band bending of 65 eV, beyond breakdown, and 0.01 MV/cm corresponds to a bending below kT, where the layer is not depleted.

A lowering of 5% of the barrier has a larger effect on the current. For classical thermionic emission, the number of electrons with enough energy to cross is proportional to exp[−(φ_B − Δφ)/kT]. With the prefactor and φ_B fixed, the current over the barrier is multiplied by

exp(Δφ/kT) = exp(0.03508/0.02585) = 3.88.  (18)

At 400 K and the same field the factor is 2.77, since the same energy is then a smaller multiple of kT.

The consequence for contact resistance requires the field at zero bias. Far from the surface, the conduction band lies kT ln(N_c/N) above the Fermi level, where N_c = 2.74×10¹⁹ cm⁻³ is the effective density of states. This is 0.02585 × ln 548 = 0.163 eV, so the zero-bias bending is 0.70 − 0.163 = 0.537 eV. The chosen field corresponds to ψ = 0.647 eV, a reverse bias of about 0.11 V in the full-depletion approximation. By (17), the zero-bias lowering is 0.0351 × (0.537/0.647)^{1/4} = 0.0335 eV. If the current is J = J_s(V)[exp(eV/kT) − 1], its slope at V = 0 is eJ_s(0)/kT, because the term containing dJ_s/dV is multiplied by zero. The thermionic contact resistance is therefore divided by exp(0.0335/0.02585), or about 3.7 in the full-depletion approximation, compared with the same contact without image force. Keeping the tail of free carriers at the depletion edge replaces ψ by ψ − kT in the surface field; the reverse bias becomes about 0.14 V, the zero-bias lowering 0.0331 eV and the factor 3.6.

**What the model leaves out**

For the contact above, the fall of the field across the depletion layer changes the barrier height very little; the effects of metal screening and of discrete donors are harder to pin down. The depletion width is 129 nm, and (16) gives a change of −0.12 meV, or −0.3% of Δφ. A real metal screens over a short distance, which can be represented, for an electron much farther away than s, by placing the image plane a distance s inside it. Next to a dielectric, s is about κ times the metal's own screening length, because the field inside the metal surface is κ times that in the semiconductor. Then −a/x becomes −a/(x + s). The applied field penetrates the metal too. A distant charge produces a nearly uniform field at the surface, so the same shift applies to both fields, and −bx becomes −b(x + s). With y = x + s and φ_B held at its zero-field value, (9) keeps its form: in this approximation the top moves a distance s towards the metal and its height is unchanged. The program shifts the image term alone. That omits the field penetration and gives a lowering smaller by about eFs, or 0.5 meV for its input s = 0.05 nm. This input is too small for silicon: a screening length of 0.05 nm gives s = 0.59 nm, and the image shift alone would then cost about 6 meV. Most of this is cancelled by the field penetration: with linear (Thomas–Fermi) screening of this length in the metal, the maximum rises by about 0.5 meV. That maximum lies only about 1.0 nm from the metal, less than 2s, where the shifted-plane form is no longer accurate. It is also very shallow: it stands only about 0.6 meV above a dip near 0.6 nm, the linear-screening energy rises above it at about 0.4 nm and closer, and for a screening length of 0.055 nm the local maximum disappears altogether. A continuum permittivity has no clear meaning at such distances. The estimate therefore does not settle the effect of screening in a real contact.

Donors are discrete. Their mean spacing is 27 nm, and one donor at that distance from the metal surface, on the normal through the electron, produces together with its image a field at the barrier top equal to 3.4% of the surface field. Adding this field would increase the lowering by 0.6 meV. This sizes one arrangement, not the statistical spread; a closer donor has a larger local effect. For donors placed at random in the depleted layer, each with its image, the barrier top along a normal varies from place to place by about 2 meV rms, with a tail to larger lowering near shallow-lying donors.

Quantum motion may matter more. Electrons can tunnel just below the top and be reflected just above it. Silicon's conduction valleys present two masses along a (100) normal, 0.19 m₀ and 0.92 m₀. A semiclassical estimate with the barrier (9) gives current factors of 1.24 and 1.05 for them, but it cannot be relied on here. It requires ħω, with ω set by the curvature (11), to be well below Δφ. In fact ħω is 68 meV for the light mass and 31 meV for the heavy one, against Δφ = 35 meV. The estimate also omits reflection at the steep drop into the metal, which reduces the current. The size and sign of the net correction therefore need a solution of the wave equation that includes the metal. A one-dimensional model with a free-electron metal (Fermi energy 5.5 to 11.7 eV, with the wave function and its derivative divided by the mass continuous at the interface) gives a net reduction, to roughly 0.4 to 0.6 of the classical current for the light mass and 0.2 to 0.4 for the heavy one. These numbers depend on the assumed matching and ignore the valley structure of silicon.

Two other effects can be set aside here. The ratio N/N_c is 0.0018, so the electrons in the bulk are non-degenerate. The band bending is below the silicon gap of roughly 1.1 eV, so the fall through the depletion layer does not by itself supply the energy for impact ionisation.

The input φ_B also carries uncertainty in a real contact. It depends on the metal and on the preparation of the interface, and it can vary across the contact area. An interfacial layer that takes up part of the voltage makes φ_B depend on the field as well, so the measured field dependence need not follow (2) alone. The size of that effect depends on the layer and is not estimated here. The choice of ε also needs care: in a polar crystal the ions may respond too slowly to follow the electron, and the effective permittivity then lies below the static value.

Heavily doped ohmic contacts lie outside the model. For N = 10²⁰ cm⁻³ the bulk electrons are degenerate, and the zero-bias bending somewhat exceeds φ_B (about 0.77 eV for parabolic bands without gap narrowing). With 0.70 eV as a round value, scaling the example by F ∝ √(Nψ) gives

F = 0.1 × √(2000 × 0.70/0.647) = 4.7 MV/cm,

W = 2ψ/(eF) = 3.0 nm, x_m = √(0.03077/0.47) = 0.26 nm.

The position x_m already shrinks to 0.5 nm, about one silicon lattice cell, at 1.23 MV/cm. At 4.7 MV/cm a continuum permittivity has no clear meaning over so short a distance, and the barrier is thin enough for tunnelling through it to carry the current. Equation (2) would still return a number, about 0.24 eV, but it should not be used to predict the resistance of such a contact. The numerical output below lists the values for the moderately doped case.

Computed values

```
ELECTROSTATICS (unit charge before a grounded plane)
total induced charge / charge      = -1.000000
force by quadrature / formula      = 1.000000
energy / (charge x induced pot.)   = 0.500000
fitted exponent of lowering in F   = 0.50000
fitted exponent of x_m in F        = -0.50000
EXAMPLE INPUTS (rough typical, n-type silicon)
relative permittivity              = 11.7
barrier without image force        = 0.70 eV
surface field                      = 0.10 MV/cm
surface field                      = 0.010 V/nm
donor density                      = 5.0e+16 cm^-3
temperature                        = 300 K
thermal energy kT                  = 0.02585 eV
BARRIER TOP
e^2/(4 pi eps0)                    = 1.43996 eV nm
e^2/(16 pi eps)                    = 0.03077 eV nm
x_m, numerical maximum             = 1.7541 nm
x_m, formula                       = 1.7541 nm
lowering, numerical maximum        = 0.03508 eV
lowering, formula                  = 0.03508 eV
image part of lowering             = 0.01754 eV
field part of lowering             = 0.01754 eV
lowered barrier                    = 0.6649 eV
curvature at the top               = -0.01140 eV/nm^2
field in Hartree units             = 1.9447e-05
x_m in Hartree units               = 33.148 bohr
lowering in Hartree units          = 1.2892e-03 hartree
classical current gain at 300 K    = 3.88
classical current gain at 400 K    = 2.77
TABLE: field (MV/cm), x_m (nm), lowering (eV)
   0.01    5.547    0.0111
   0.10    1.754    0.0351
   0.40    0.877    0.0702
   1.00    0.555    0.1109
NEGLECTED EFFECTS
depletion width                    = 129.3 nm
band bending                       = 0.647 eV
silicon gap (rough input)          = 1.1 eV
lowering change, falling field     = -0.120 meV
image-plane shift (rough input)    = 0.05 nm
lowering change, metal screening   = -0.500 meV
mean donor spacing                 = 27.1 nm
field of one donor / surface field = 3.4 %
lowering change, that donor        = 0.588 meV
quantum current factor, m=0.19 m0  = 1.24
quantum current factor, m=0.92 m0  = 1.05
effective density of states        = 2.74e+19 cm^-3
donor density / density of states  = 0.0018
field at which x_m = 0.5 nm        = 1.23 MV/cm
```
